# Errors in computing finite-bias molecular currents from the zero-bias transmission, part 1

(Sections cited here and not found follow in the second part.)

A molecule or a short atomic wire is contacted by two metal electrodes, and its current is wanted as a function of the applied voltage. A first-principles calculation with non-equilibrium Green functions (NEGF) on top of density-functional theory gives the transmission $T(E)$ at zero bias cheaply, because the electron density is then an equilibrium density. At finite bias the density, the electrostatic potential and the Hamiltonian must be converged again for every voltage. It is tempting to skip that work: keep the zero-bias curve $T(E)$, open an energy window of width $eV$ around the Fermi level, and call the area inside it the current. The voltage, however, has to drop somewhere between the electrodes, and the electrons injected in the window change the charge on the molecule. Both effects move the molecular levels, so the curve that is being integrated is no longer the zero-bias curve.

## Conventions and the two formulas

Transport is taken to be coherent and elastic, described by a spin-degenerate one-electron (mean-field) Hamiltonian $H(V)$. Energies are in eV, measured from the equilibrium Fermi level $E_F=0$; voltages are in V and currents in µA. With $e>0$ the elementary charge, the bias is defined by $eV=\mu_L-\mu_R$, and $I$ is $e$ times the net number of electrons passing from left to right per unit time, so that $I$ and $V$ have the same sign. The Fermi function is $f(E)=1/(e^{E/k_BT}+1)$.

A one-dimensional lead mode holds $dk/2\pi$ states per unit length and spin, moving with velocity $dE/(\hbar\,dk)$, so it delivers a flux $dE/h$ per spin. States coming from the left are filled according to $f_L(E)=f(E-\mu_L)$ and those from the right according to $f_R(E)=f(E-\mu_R)$. The transmission summed over modes is the same in both directions. The scattering matrix is unitary, so its rows and its columns both have unit norm. Summed over the $M_L$ left modes, the columns give $R_{LL}+T_{L\to R}=M_L$ and the rows give $R_{LL}+T_{R\to L}=M_L$. With one transmission function and a factor 2 for spin,

$$I(V)=\frac{2e}{h}\int T(E,V)\,[f_L(E)-f_R(E)]\,dE .\qquad(1)$$

If the integral is expressed in eV, the current in µA is that number times $G_0=2e^2/h=77.481$ µS. The shortcut, called the frozen current below, is

$$I_0^{\eta}(V)=\frac{2e}{h}\int T(E,0)\,\big[f(E-\eta eV)-f(E+(1-\eta)eV)\big]\,dE,\qquad 0\le\eta\le1,\qquad(2)$$

where $\eta$ says how the window is placed around $E_F$. The choice $\eta=1/2$ centres the window on $E_F$. Unless stated otherwise, $T(E,V)$ refers to the symmetric convention $\mu_L=+eV/2$, $\mu_R=-eV/2$.

## A counter-example: two sites in series

### The transmission

The bridge has two orbitals with energies $\varepsilon_1,\varepsilon_2$ and hopping $-t$ between them. The left lead is a chain of sites $n\le0$ with on-site energy $U_L$ and hopping $-\beta$; its site 0 couples to orbital 1 with $-v$. The right lead is a chain of sites $m\ge0$ with on-site energy $U_R$, whose site 0 couples to orbital 2 with $-v$. In the leads $E-U_L=-2\beta\cos k$ and $E-U_R=-2\beta\cos q$, with $0<k,q<\pi$. A state incident from the left has amplitudes $\psi_n=e^{ikn}+re^{-ikn}$, $c_1$, $c_2$ and $\phi_m=\tau e^{iqm}$.

At the last left site the Schrödinger equation is $(E-U_L)\psi_0=-\beta\psi_{-1}-vc_1$. The plane-wave form satisfies $(E-U_L)\psi_0=-\beta\psi_{-1}-\beta\psi_1$ identically when $\psi_1$ means its continuation to $n=1$. Comparison gives $vc_1=\beta(e^{ik}+re^{-ik})$, hence $r=(v/\beta)e^{ik}c_1-e^{2ik}$ and

$$\psi_0=1+r=1-e^{2ik}+\frac{v}{\beta}e^{ik}c_1 .$$

The same argument on the right gives $vc_2=\beta\tau e^{-iq}$, so $\phi_0=\tau=(v/\beta)e^{iq}c_2$. The equations on the bridge are $(E-\varepsilon_1)c_1=-v\psi_0-tc_2$ and $(E-\varepsilon_2)c_2=-tc_1-v\phi_0$. Inserting $\psi_0$ and $\phi_0$ and moving the terms in $c_1,c_2$ to the left,

$$\begin{pmatrix}E-\varepsilon_1-\Sigma_L & t\\ t& E-\varepsilon_2-\Sigma_R\end{pmatrix}\begin{pmatrix}c_1\\c_2\end{pmatrix}=\begin{pmatrix}-v(1-e^{2ik})\\0\end{pmatrix},$$

with $\Sigma_L=-(v^2/\beta)e^{ik}$ and $\Sigma_R=-(v^2/\beta)e^{iq}$. The inverse of the matrix is the retarded Green function $G$ of the bridge, the $\Sigma$ are the lead self-energies, and the widths are $\Gamma_L=-2\,\mathrm{Im}\,\Sigma_L=2v^2\sin k/\beta$ and $\Gamma_R=2v^2\sin q/\beta$. The solution is $c_2=-G_{21}v(1-e^{2ik})$, and $|1-e^{2ik}|^2=4\sin^2k$. The transmission is the ratio of fluxes, and the velocities are proportional to $2\beta\sin q$ and $2\beta\sin k$:

$$T=|\tau|^2\frac{\sin q}{\sin k}=\frac{v^2}{\beta^2}\,|G_{21}|^2\,4v^2\sin^2k\,\frac{\sin q}{\sin k}=\Gamma_L\Gamma_R|G_{21}|^2 .\qquad(3)$$

This is the Caroli formula $T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$ for the case that the matrix $\Gamma_L$ has one entry, on orbital 1, and $\Gamma_R$ one entry, on orbital 2.

In the wide-band limit $\beta\to\infty$ with $2v^2/\beta=\Gamma$ fixed, $\cos k=-(E-U_L)/2\beta\to0$ and $\sin k\to1$ at any fixed energy, so $\Sigma_L=\Sigma_R=-i\Gamma/2$, whatever the values of $U_L$ and $U_R$. The leads then carry no bias dependence, and any effect found must come from the levels.

Write $\varepsilon_{1,2}=\bar\varepsilon\pm\delta/2$, $x=E-\bar\varepsilon$, $g=\Gamma/2$ and $z=x+ig$. Inversion of the $2\times2$ matrix gives $G_{21}=-t/\Delta$ with determinant

$$\Delta=(z-\delta/2)(z+\delta/2)-t^2=z^2-\Omega^2,\qquad \Omega^2=t^2+\delta^2/4 .$$

The energies $\bar\varepsilon\pm\Omega$ are the eigenvalues of the isolated bridge. Since $|\Delta|^2=|z-\Omega|^2|z+\Omega|^2$,

$$T=\frac{\Gamma^2t^2}{AB},\qquad A=(x-\Omega)^2+g^2,\quad B=(x+\Omega)^2+g^2 .\qquad(4)$$

The bias enters through the potential drop. The electron potential energy is $+eV/2$ deep in the left electrode and $-eV/2$ deep in the right one. If a fraction $\alpha$ of the drop occurs across the weak central bond, and the rest is shared equally by the two contacts, orbital 1 rises by $\alpha eV/2$ and orbital 2 falls by the same amount:

$$\delta(V)=\delta_0+\alpha eV,\qquad \bar\varepsilon\ \text{fixed}.$$

Here $\alpha$ is a chosen input. In a first-principles calculation it is an outcome of the self-consistent potential. The model assigns no charging energy to the orbitals, although their occupations change strongly once a level enters the window (in the aligned bridge below, orbital 1 goes from about 0.17 electrons at zero bias to about 1.8 at 1 V), so the numbers that follow describe levels whose positions do not respond to their charge.

### Peak height

With $y=x^2$ and $z^2=x^2-g^2+2ixg$, the denominator is $AB=(y-g^2-\Omega^2)^2+4g^2y$. Its derivative with respect to $y$ is $2(y-g^2-\Omega^2)+4g^2$, which vanishes at $y=\Omega^2-g^2$. If $\Omega\ge g$ this is an allowed value, and the minimum is $(-2g^2)^2+4g^2(\Omega^2-g^2)=4g^2\Omega^2=\Gamma^2\Omega^2$. If $\Omega<g$ the denominator increases for all $y\ge0$ and the minimum is $(g^2+\Omega^2)^2$ at $y=0$. Therefore

$$T_{\max}=\frac{t^2}{t^2+\delta^2/4}\ \ (\Omega\ge g),\qquad T_{\max}=\frac{\Gamma^2t^2}{(g^2+\Omega^2)^2}\ \ (\Omega<g).\qquad(5)$$

The first form has a direct meaning. Let an eigenstate of the bridge have weights $w_1,w_2$ on the two sites, $w_1+w_2=1$. By the Hellmann–Feynman theorem $w_1-w_2$ is the derivative of the eigenvalue with respect to $\delta/2$, which is $\pm\delta/2\Omega$. Then $4w_1w_2=1-(w_1-w_2)^2=1-\delta^2/4\Omega^2=t^2/\Omega^2$. The peak height measures how evenly the orbital is spread over the two ends. Detuning localizes each eigenstate on one side, where it is coupled well to one electrode and poorly to the other. The bias changes the wave functions as well as the energies.

### Current in closed form

The reflection $x\to-x$ exchanges $A$ and $B$, so the partial fractions have the form $1/(AB)=(px+s)/A+(s-px)/B$. The numerator over the common denominator is $px(B-A)+s(A+B)$, and with $B-A=4\Omega x$ and $A+B=2x^2+2\Omega^2+2g^2$ it must equal 1 for all $x$. The constant term gives $s=1/[2(\Omega^2+g^2)]$ and the $x^2$ term gives $4\Omega p+2s=0$, or $p=-s/2\Omega$. Writing $1-x/2\Omega=\tfrac12-(x-\Omega)/2\Omega$ and $1+x/2\Omega=\tfrac12+(x+\Omega)/2\Omega$,

$$\frac1{AB}=s\left[\frac1{2A}+\frac1{2B}-\frac{x-\Omega}{2\Omega A}+\frac{x+\Omega}{2\Omega B}\right].$$

The integrals are $\int dx/A=g^{-1}\arctan[(x-\Omega)/g]$ and $\int(x-\Omega)\,dx/A=\tfrac12\ln A$, and likewise for $B$, so an antiderivative of $1/(AB)$ is

$$F(x)=\frac{1}{2(\Omega^2+g^2)}\left[\frac{1}{2g}\left(\arctan\frac{x-\Omega}{g}+\arctan\frac{x+\Omega}{g}\right)+\frac{1}{4\Omega}\ln\frac BA\right].$$

At zero temperature $f_L-f_R$ is 1 between $\mu_R$ and $\mu_L$ for $V>0$, and $-1$ between them for $V<0$, and in both cases

$$I(V)=\frac{2e}{h}\Gamma^2t^2\big[F(eV/2-\bar\varepsilon)-F(-eV/2-\bar\varepsilon)\big],\qquad(6)$$

with $\Omega$ evaluated at $\delta(V)$. The frozen current $I_0^{1/2}$ is the same expression with $\Omega$ evaluated at $\delta_0$. Between $x=-\infty$ and $+\infty$ each arctangent gains $\pi$ and the logarithm vanishes at both ends, so $F$ gains $\pi/[2g(\Omega^2+g^2)]$. Multiplying by $\Gamma^2t^2=4g^2t^2$ gives the area under the transmission curve,

$$\mathcal A(\delta)=\int T\,dE=\frac{2\pi g\,t^2}{\Omega^2+g^2}=\frac{4\pi\Gamma t^2}{4t^2+\delta^2+\Gamma^2}.\qquad(7)$$

Because $|f_L-f_R|\le1$, the current obeys $|I|\le(2e/h)\mathcal A(\delta(V))$ at any temperature. For $\alpha\ne0$ this bound falls as $1/V^2$ at large bias. A current that is positive at small $V$ and tends to zero at large $V$ must decrease somewhere, so the bridge has negative differential resistance (NDR).

### Numbers

The chosen inputs are $\bar\varepsilon=0.10$ eV, $t=0.03$ eV, $\Gamma=0.05$ eV and $\alpha=0.6$. Since $\Omega\ge t=0.03$ eV exceeds $g=0.025$ eV, the first form of (5) always applies. The currents come from (6). They were confirmed numerically by adaptive quadrature of the trace formula with the matrix inverted at each energy, and, to a fraction of a per cent, with explicit chain leads whose band is much wider than the bias and is shifted with it. Formula (5) was confirmed by numerical maximization of the trace formula at $\delta=0$, $0.12$, $0.6$ and $-0.8$ eV, and its second form at $t=0.01$ eV, $\delta=0.02$ eV.

*Aligned bridge, $\delta_0=0$.* At zero bias $\Omega=0.0300$ eV, $T_{\max}=1$ and $\mathcal A=4\pi(0.05)(0.0009)/(0.0036+0.0025)=0.0927$ eV, so no frozen current can exceed 7.183 µA. At $V=1$ V the detuning is $\delta=0.6$ eV, $\Omega=\sqrt{0.0009+0.09}=0.3015$ eV, $T_{\max}=0.0009/0.0909=0.009901$, and the denominator of (7) has grown from $0.0061$ to $0.3661$ eV², which gives $\mathcal A=0.001545$ eV.

| $V$ (V) | $T_{\max}$ | $I$ (µA) | $I_0^{1/2}$ (µA) |
|---|---|---|---|
| 0.2 | 0.2 | 1.06 | 3.584 |
| 0.5 | 0.03846 | 0.3552 | 7.164 |
| 1.0 | 0.009901 | 0.1169 | 7.182 |

The frozen current behaves as the zero-bias curve dictates. At 0.2 V the upper edge of the window is at $0.1$ eV $=\bar\varepsilon$, the centre of the symmetric curve, and almost exactly half of 7.183 µA flows; beyond that it saturates. The true current reaches a maximum of 1.17 µA at 0.1598 V and then falls. At 1 V the levels at $0.10\pm0.3015$ eV both lie inside the window $\pm0.5$ eV, and the current 0.1169 µA is close to its bound $77.481\times0.001545\approx0.120$ µA. It is small although the resonances are in the window, because they have shrunk. The frozen value is too large by a factor $7.182/0.1169=61.4$, and the slope there is $dI/dV=-0.224$ µS. This junction does not rectify, since $\Omega$ depends on $\delta^2=(\alpha eV)^2$ and is even in $V$.

*Detuned bridge, $\delta_0=-0.40$ eV.* At zero bias $\Omega=\sqrt{0.0009+0.04}=0.2022$ eV, $T_{\max}=0.0009/0.0409=0.022$ and $\mathcal A=0.003404$ eV, which limits the frozen current to $77.481\times0.0034045=0.2638$ µA (with $\mathcal A=4\pi(0.05)(0.0009)/0.1661$ kept to one more digit). The bias cancels the detuning at $eV=-\delta_0/\alpha$, that is $V=0.4/0.6=0.6667$ V, and doubles it to $-0.8$ eV at the opposite polarity.

| $V$ (V) | $T_{\max}$ | $I$ (µA) | $I_0^{1/2}$ (µA) |
|---|---|---|---|
| $+0.6667$ | 1 | 7.177 | 0.2444 |
| $-0.6667$ | 0.005594 | $-0.03055$ | $-0.2444$ |
| $+1.0$ | 0.08257 | 0.9492 | 0.2622 |

At $+0.6667$ V the bridge is the aligned one, its levels at $0.10\pm0.03$ eV lie deep in the window, and nearly the whole area of 0.0927 eV contributes. A numerical search puts the current maximum at this same voltage to four digits, because the current follows $\mathcal A(\delta)$, which peaks at $\delta=0$. At $-0.6667$ V the area is 0.0008752 eV, and of the levels at $0.10\pm0.4011$ eV only the lower one is inside the window. The rectification ratio is $7.177/0.03055=235$, where the frozen recipe gives exactly 1. The forward current is about 27 times the frozen bound of 0.2638 µA, so no placement of the window on the zero-bias curve can produce it. Past the resonance the current drops, with $dI/dV=-4.944$ µS at 1 V.

Room temperature leaves these conclusions intact. Quadrature of (1) at 300 K, where $k_BT=0.025852$ eV, gives 7.174 µA and $-0.02716$ µA for the two polarities of the detuned bridge. The reverse current falls by about 11% of its zero-temperature value and is the more sensitive one, since its only active level lies about $0.03$ eV inside the window edge, a distance comparable with $k_BT$. For the aligned bridge at 1 V the values are $I=0.1152$ µA and $I_0=7.181$ µA.

## The correct statement

Let $T(E,V)\ge0$ be the transmission of a coherent two-terminal junction in the symmetric convention, smooth in $E$ and $V$, and let $W(E,V)=f(E-eV/2)-f(E+eV/2)$.

(a) *Window placement.* The true current does not depend on how the bias is divided between the electrodes. The frozen current does: $I_0^\eta$ is the current of a fictitious junction with $T(E,V)=T(E-\lambda eV,0)$, $\lambda=\tfrac12-\eta$, in which the whole zero-bias curve slides rigidly.

(b) *Rectification.* $I(V)+I(-V)=(2e/h)\int[T(E,V)-T(E,-V)]\,W(E,V)\,dE$. For the frozen current with $\eta=1/2$ this is zero for every $T(E,0)$.

(c) *Slope and size.* $dI_0^\eta/dV\ge0$ for every fixed $\eta$ in $[0,1]$, and $|I_0^\eta|\le(2e/h)\int T(E,0)\,dE$. The true slope has an additional term $(2e/h)\int\partial_VT\;W\,dE$ of either sign, and NDR arises from that term alone.

(d) *Small bias.* $I=G_1V+G_2V^2+O(V^3)$ with $G_1=G_0\int T(E,0)(-f')\,dE$ and $G_2=G_0\int\partial_VT(E,0)(-f')\,dE$. The frozen current has the correct $G_1$ for every $\eta$. For $\eta=1/2$ its error starts at order $V^2$, or at $V^3$ in a mirror-symmetric junction.

(e) *Error bound.* $|I-I_0^{1/2}|\le G_0|V|\,\sup_E|T(E,V)-T(E,0)|$.

The statement that the frozen recipe cannot rectify is therefore exact only for the symmetric window. With $\eta\neq1/2$ the two polarities integrate over windows that are mirror images of each other about $E_F$, so it can rectify whenever $T(E,0)$ is not symmetric about $E_F$, by an amount that is put in by hand through $\eta$.

### Proof of (a)

Suppose the bias is applied so that $\mu_L=\eta eV$ and $\mu_R=-(1-\eta)eV$. Both differ from the symmetric values by the same constant $c=(\eta-\tfrac12)eV$. Each electrode stays neutral in its bulk, so its bands move with its chemical potential, and the potential in the junction solves the same self-consistent problem with both boundary values raised by $c$; it is the symmetric solution plus $c$. The Hamiltonian is then $H+c$, its Green function at $E$ equals the old one at $E-c$, and $T_\eta(E,V)=T(E-c,V)$. In the current integral put $E=E'+c$. The Fermi functions become $f(E'+c-\eta eV)=f(E'-eV/2)$ and $f(E'+c+(1-\eta)eV)=f(E'+eV/2)$, and $T_\eta$ becomes $T(E',V)$. The result is (1) in the symmetric convention, for any $\eta$.

The same substitution in (2) transforms the Fermi functions in the same way, but the frozen curve was not shifted with the electrodes, so

$$I_0^\eta=\frac{2e}{h}\int T\big(E'-(\tfrac12-\eta)eV,\,0\big)\,W(E',V)\,dE' .$$

This is the current for a curve displaced upward by $\lambda eV$ with $\lambda=\tfrac12-\eta$. The choice $\eta=0$ pins all levels to $\mu_L$, $\eta=1$ pins them to $\mu_R$, and $\eta=1/2$ holds them midway. Grounding one electrode in the experiment is no reason to set $\eta$ to 0 or 1. Grounding fixes the constant $c$, which has no effect on the current. In (2), $\eta$ is a physical assumption about where the levels sit relative to the two chemical potentials.

The two-site bridge shows that the frozen current can miss both negative differential resistance and strong rectification, and statement (a) on window placement is proved. Still to come are the proofs of (b)–(e), a level that shifts by charging alone, the shifting electrode bands, and the limits of equation (1).
